Conductivity of diffusing carriers on a strand with blocked ends

Take segments 10 nm long, with 10¹⁵ carriers per cm³ of sample and a mobility of 1 cm²/Vs. If the carriers could flow freely through the segments, the conductivity would be 1.6·10⁻⁴ S/cm at every frequency considered here. With the ends blocked, the model below gives an absorptive conductivity of 7.9·10⁻⁸ S/cm at 1 GHz and 7.4·10⁻⁶ S/cm at 10 GHz. Ten times the frequency gives 94 times the absorption. The theorem explains both the small size and the nearly quadratic rise.

**Setting and assumptions**

A strand occupies −L/2 < x < L/2. Its carriers have charge q, diffusion constant D and uniform equilibrium density n₀. A field along the strand is the real part of E exp(iωt), with ω > 0; all amplitudes below multiply the same factor exp(iωt). The assumptions are these.

(a) The carriers are classical and do not interact. E is the field that acts on them, without a correction for their own charge.

(b) The strand is homogeneous, and the field is uniform and weak enough for linear response.

(c) Motion is diffusive: inertia is negligible, and the density varies little over one hop.

(d) No carrier passes the ends.

The mobility follows from the Einstein relation for classical carriers, μ = qD/(kT), where kT is the thermal energy. The conductivity of an unblocked strand is

σ₀ = q n₀ μ = n₀ q² D/(kT).

The current considered is that of the carriers; the displacement current of the surrounding host is separate.

**Theorem.** Under (a) to (d), the current density averaged over the strand is σ(ω)E, with

σ(ω) = σ₀ [1 − tanh(z)/z],  z = (L/2) √(iω/D).

For ωL²/D → 0, the leading terms are

Re σ = σ₀ ω² L⁴/(120 D²),
Im σ = σ₀ ω L²/(12 D).

**Lemma 1 (current profile).** With k = √(iω/D), Re k > 0, the local current density is

J(x) = σ₀E [1 − cosh(kx)/cosh(kL/2)].

*Proof.* Write the density as n₀ + n(x) exp(iωt). The drift current is qμ(n₀ + n)E; the product nE is of second order in the field and is dropped. Adding the diffusion current gives

J = σ₀E − qD n′,

where a prime means d/dx. Conservation of charge reads

iωq n = −J′.

Hence n = −J′/(iωq) and n′ = −J″/(iωq). Inserting this in the current, the two minus signs combine to a plus:

J = σ₀E + (D/iω) J″.

Since D/(iω) = 1/k²,

J − J″/k² = σ₀E.

A particular solution is the constant σ₀E, and the homogeneous solutions are cosh(kx) and sinh(kx). Blocked ends require J(L/2) = J(−L/2) = 0. Subtracting the two conditions removes the sinh term, because sinh(kL/2) ≠ 0 when Re k > 0. What remains is J = σ₀E + A cosh(kx) with A = −σ₀E/cosh(kL/2). The denominator is not zero, since the zeros of cosh lie on the imaginary axis. ∎

**Lemma 2 (why the average matters).** The strand's dipole moment changes at a rate given by the integral of J.

*Proof.* Per unit cross-section the dipole amplitude is p = ∫ q x n dx over the strand. Its rate of change is

iωp = ∫ x (iωq n) dx = −∫ x J′ dx = −[xJ] + ∫ J dx = ∫ J dx.

The bracket, taken between the ends, vanishes because J does. ∎

An external circuit or a microwave field responds to this changing dipole. For many parallel strands diluted in a host, the same ratio σ/σ₀ applies if n₀ in σ₀ is taken as the number of carriers per volume of sample.

**Proof of the theorem**

Averaging Lemma 1 requires

(1/L) ∫ cosh(kx) dx = (2/(kL)) sinh(kL/2) = sinh(z)/z,

with z = kL/2. Division by cosh(z) gives tanh(z)/z, and therefore the stated σ. The other square root changes z to −z and leaves tanh(z)/z unchanged.

For the expansion, use d tanh(z)/dz = 1 − tanh²(z). Put

tanh z = z + a z³ + b z⁵ + c z⁷ + d z⁹ + …

and compare powers on both sides:

3a = −1, so a = −1/3;
5b = −2a, so b = 2/15;
7c = −(a² + 2b) = −17/45, so c = −17/315;
9d = −(2c + 2ab) = 62/315, so d = 62/2835.

Thus

σ/σ₀ = z²/3 − 2z⁴/15 + 17z⁶/315 − 62z⁸/2835 + …

Let w = ωL²/D. Then z² = iw/4, z⁴ = −w²/16, z⁶ = −iw³/64 and z⁸ = w⁴/256. Separating real and imaginary parts,

Re σ/σ₀ = w²/120 − 31w⁴/362880 + …
Im σ/σ₀ = w/12 − 17w³/20160 + …

The first terms are those of the theorem. ∎

The term of first order in ω is imaginary, hence reactive; absorption starts one order later. Factoring out the leading absorption gives

Re σ = σ₀ (w²/120) [1 − (31/3024)w² + …].

The tanh function has its nearest poles at z = ±iπ/2, so the series converges for w < π². The quadratic law needs the stronger condition w ≪ π².

**Remark 1: the static limit.** The imaginary part can be found without any dynamics. In a constant field the Boltzmann distribution is proportional to exp(qEx/kT). To first order the mean displacement is

⟨x⟩ = (qE/kT)(1/L)∫ x² dx = qEL²/(12kT).

The polarization n₀q⟨x⟩ equals σ₀E L²/(12D). Following a slow field, it gives the current iωσ₀E L²/(12D), which is the stated imaginary part. Its positive sign is that of a capacitance in the convention exp(iωt).

The same distribution shows when linearity fails. With f = qEL/(kT) and length in units of L, the moments are ⟨x²⟩ = 1/12 and ⟨x⁴⟩ = 1/80, so

⟨x⟩ = (f/12 + f³/480)/(1 + f²/24) = (f/12)(1 − f²/60 + …).

The relative correction to the static response is −f²/60 at leading order.

**Remark 2: where the power goes.** Multiply J = σ₀E − qDn′ by J* and average over the strand. In the diffusion term, integration by parts and J*′ = iωq n* give

∫ n′J* dx = [nJ*] − ∫ nJ*′ dx = −iωq ∫ |n|² dx.

This is imaginary: diffusion exchanges power with the field reactively. The real part of the average is therefore

⟨|J|²⟩ = σ₀ |E|² Re σ.

The power absorbed per volume, averaged over a period, is ½|E|² Re σ = ⟨|J|²⟩/(2σ₀). It is the local friction loss of the current that flows.

At low frequency, expanding both cosh functions in Lemma 1 to second order gives

J(x) = iω σ₀E (L²/4 − x²)/(2D).

This current is proportional to ω, because a fixed amount of charge must be moved back and forth once per period. Friction goes as the square of the current, hence as ω². The coefficient follows from ⟨x²⟩ = L²/12 and ⟨x⁴⟩ = L⁴/80:

⟨(L²/4 − x²)²⟩ = L⁴(1/16 − 1/24 + 1/80) = L⁴/30.

Then Re σ = σ₀(ω²/4D²)(L⁴/30) = σ₀ω²L⁴/(120D²), in agreement with the theorem.

If, instead, ideal contacts held n = 0 at both ends, the uniform current J = σ₀E with n = 0 would satisfy both equations. The absorption would then stay at σ₀ as ω → 0. The suppression comes from the blocking.

**Proposition (relaxation modes).** The conductivity is also the sum over odd m = 1, 3, 5, …

σ/σ₀ = Σ (8/(π²m²)) iωτₘ/(1 + iωτₘ),  τₘ = L²/(π²m²D).

*Proof.* J is even and vanishes at the ends, so expand it in cₘ(x) = cos(mπx/L) with odd m:

J = Σ bₘcₘ.

The average of cₘ over the strand is 2sₘ/(πm), with sₘ = sin(mπ/2) = ±1. The average of cₘ² is 1/2, so the constant 1 has the coefficients 4sₘ/(πm). Now project J − (D/iω)J″ = σ₀E on cₘ. Integrating J″cₘ by parts twice leaves no end terms, because J and cₘ both vanish there; it replaces J″ by −(mπ/L)²J. Hence

bₘ [1 + 1/(iωτₘ)] = σ₀E · 4sₘ/(πm).

Solving for bₘ and multiplying by the average 2sₘ/(πm) gives the weight 8/(π²m²), since sₘ² = 1. ∎

The real part of each term is its weight times ω²τₘ²/(1 + ω²τₘ²), which is positive. At low frequency the contributions go as τₘ²/m², that is, as 1/m⁶. The slowest mode supplies 99.86 % of the quadratic coefficient. The strand therefore behaves at low frequency almost like a single Debye relaxator with time τ₁. For that single mode the dielectric loss, proportional to Re σ/ω, peaks at ωτ₁ = 1; for the full formula the peak is at ωτ₁ = 1.003.

**Remark 3: high frequency.** When √(ω/D) L ≫ 1, tanh(z) → 1. Since √i = (1 + i)/√2,

1/z = (2/L)√(D/ω) · √2/(1 + i) = (1 − i)√(2D/ω)/L,

and so

Re σ → σ₀ [1 − √(2D/ω)/L].

Carriers in the interior no longer feel the ends within a period. The missing conductivity comes from two end layers whose thickness is of the order of the diffusion length √(D/ω). The limit σ₀ belongs to the diffusive model; once the diffusion length approaches the hop distance, assumption (c) fails.

**An independent check**

The theorem can be compared with a description that uses neither the diffusion equation nor the tanh formula. Carriers hop between neighbouring sites at rates obeying detailed balance in the field, and the oscillating dipole is found from the site populations. Chains of 100 and 200 sites were extrapolated to zero site spacing at five values of w from 0.05 to 400. The largest deviation of σ/σ₀ from the theorem was 3·10⁻⁷, and the low-frequency absorption coefficient came out as 0.008333, which is 1/120 to the digits shown.

**Worked example**

The parameters are rough values for short conjugated segments, diluted in a solid inert polymer and probed with microwaves: L = 10 nm, μ = 1 cm²/Vs, T = 300 K, 10¹⁷ segments per cm³ and 0.01 carriers per segment. The segments are taken parallel to the field. The carriers are assumed to be localized and to hop along the segment. For a carrier spread over the whole segment as a band state the classical model can fail: with a mass of 0.1 free-electron masses, the two lowest levels in a 10 nm box are 113 meV apart, more than four times kT. With kT = 25.85 meV,

D = μkT/q = 1 cm²/Vs × 0.02585 V = 0.02585 cm²/s.

The carrier density is 10¹⁷ × 0.01 = 10¹⁵ cm⁻³, so

σ₀ = 10¹⁵ × 1.602·10⁻¹⁹ × 1 = 1.602·10⁻⁴ S/cm.

The diffusion time is L²/D = 10⁻¹² cm²/(0.02585 cm²/s) = 38.7 ps, and τ₁ = 38.7 ps/π² = 3.92 ps. The loss peak lies at 40.7 GHz.

At 10 GHz, w = 2π × 10¹⁰ × 3.87·10⁻¹¹ = 2.43. The quadratic law gives

Re σ/σ₀ ≈ 2.43²/120 = 0.0492,

while the full formula gives 0.0464, or 7.4·10⁻⁶ S/cm. The law is too high by 6 % of the full value, as the correction (31/3024)w² = 0.061 leads one to expect. For a field amplitude of 100 V/cm the absorbed power is

½ × 7.44·10⁻⁶ S/cm × (100 V/cm)² = 0.037 W/cm³.

At 1 GHz the law is high by only 0.06 %. This explains the opening numbers: a purely quadratic rise would give a factor of 100, and the 6 % shortfall at 10 GHz reduces it to 94. At 100 GHz, w = 24.3 and the quadratic law is too high by a factor of 7. The high-frequency form gives 1 − √(2/24.3) = 0.713, near the full value 0.702.

The local power of ω in Re σ, d ln Re σ/d ln ω, is 1.999, 1.886 and 0.298 at the three frequencies. A fractional power found near one frequency thus need not signal a spread of hopping barriers: a homogeneous strand passes through such values between its two limits.

**The model beside real segments**

Segments dispersed in a solid polymer normally point in all directions. One at angle θ to the field feels E cos θ, and its current contributes another factor cos θ along the field. The isotropic average of cos²θ is 1/3, so all the conductivities and the power above are then divided by three. Real segments also differ in length and have uneven site energies, contrary to assumption (b). If the number of carriers per length is the same on all strands, each strand contributes in proportion to L·L⁴. The quadratic law then holds with L⁴ replaced by ⟨L⁵⟩/⟨L⟩, provided that w is small even for the longest strands that matter; long segments weigh heavily.

Orientation aside, and with no counterions nearby, uneven site energies are the largest neglected effect among those sized here. Random chains of 20 sites, 0.5 nm apart, were compared with a flat chain at the same carrier density, length and bare hopping rate. A hop that changes the site energy by ΔU has the bare rate times exp(−ΔU/(2kT)). The table gives the ratio of mean Re σ to that of the flat chain, with the standard error over 400 chains.

Spread 25 meV: 1.80 ± 0.05 at 1 GHz, 1.47 ± 0.03 at 10 GHz.
Spread 50 meV: 6.6 ± 0.3 at 1 GHz, 1.10 ± 0.03 at 10 GHz.

The table gives every chain the same number of carriers on average. With this weighting, disorder raises the absorption in all four cases. This is less odd than it looks. At fixed density, length and temperature, σ₀ is proportional to D, so the quadratic law σ₀ω²L⁴/(120D²) goes as 1/D: slower carriers lag more behind a slow field and absorb more. Slowing gives the direction of the effect but overstates its size. If each random chain is replaced by a homogeneous strand with the long-range diffusion constant implied by its site energies, the mean ratios at 1 and 10 GHz become about 1.9 and 1.6 for 25 meV, and about 10 and 1.5 for 50 meV. All four lie above the values in the table. At 50 meV and 10 GHz most chains have already left their quadratic range: about 95 % of them absorb over 20 % less than their own quadratic law predicts. At much lower frequencies, between about 2 and 4 MHz, the mean absorption of the disordered chains was tested and rose with a power within 0.02 of 2. Disorder of this size thus moves the coefficient and the range of the law, but not its power at low enough frequency. The ratios in the table depend on the assumed hopping rates. If downhill hops keep the bare rate and only uphill hops are slowed, disorder of 50 meV lowers the absorption at 10 GHz instead of raising it. The ratios also depend on how the carriers are shared among the chains. If they have had time to reach thermal equilibrium between chains, chains with deep sites hold more of them. The ratio at 50 meV and 10 GHz then drops to about 0.8, while the other three change by only a few per cent.

The other estimates are smaller for these parameters. Replacing the continuum by 20 flat sites lowers Re σ by 0.02 % at 10 GHz and 0.35 % at 100 GHz. The diffusion length at 100 GHz is 10 nm/√24.3 = 2.0 nm, still four site spacings. The field parameter qEL/(kT) is 0.004, which makes the nonlinear correction to the static response about −2.5·10⁻⁷. The carriers' static susceptibility is 0.2 % of the assumed host permittivity of 2.5, so their effect on the mean field is slight. Inertia, estimated with the free-electron mass, enters through ω times the scattering time, about 4·10⁻⁴ at 100 GHz.

Neglecting interactions rests on dilution, not on weak forces. Two carriers at a distance L/3 repel with 173 meV, nearly seven times kT. With random occupation at 0.01 carriers per segment, however, about 1 % of the carriers share a segment. At one or more carriers per segment, assumption (a) would fail. The model also leaves out the attraction of opposite charges, such as the counterions of a doped sample. At a distance of 1 nm this attraction is about 0.58 eV, enough to pin a carrier and suppress its absorption. A more distant ion matters too, by an amount that depends on its place. On an otherwise flat chain of 20 sites, with the hopping rates used for the table, a single ion 5 nm to the side of the middle lowers the absorption to about 0.4 of its ion-free value at 1 and 10 GHz. An ion on the axis, 5 nm beyond an end, lowers it only to about 0.84. At 10 nm to the side of the middle the reduction is still about 15 %. The example therefore presumes carriers with no opposite charge within about 10 nm, and an accuracy no better than this if ions lie just outside that distance.

For the ends to count as blocked, it is not enough that carriers rarely leave within a period. The absorption added by escape must also be small beside the blocked value, which at low frequency is itself a small fraction of σ₀. For evenly spaced segments with gaps of 11.5 nm and an assumed decay length of 0.5 nm for the amplitude of a localized state, the tunnelling rate is estimated as the hop rate within a segment, D/(0.5 nm)² ≈ 10¹³ s⁻¹, times exp(−2 × 11.5/0.5) ≈ 10⁻²⁰. This gives about 10⁻⁷ s⁻¹, so far below ω that escape is negligible at the frequencies of the example. In a random arrangement, however, some segments lie only a few nanometres apart. Exchange within such close pairs can add noticeably to the absorption at 1 GHz and outweigh the quadratic term at lower frequencies. The example therefore presumes that close pairs are absent. Segments that touch or cross would exchange carriers much faster, and a connected network of them would conduct at zero frequency. The quadratic law then could not continue down to ω = 0. The main computed values are collected in the numerical output below; those for a nearby ion, for the alternative hopping rates, for equilibrium sharing among chains and for the comparison of disorder with slowing alone are not included there.

Table of computed values

```
largest hopping-chain deviation: 3.1e-07 (sigma/sigma_0)
absorption coefficient, hopping chain: 0.008333
absorption coefficient, 1/120: 0.008333
slowest-mode share of coefficient: 99.86 %
strand length L: 10.0 nm
mobility: 1.00 cm2/Vs
temperature: 300 K
thermal energy kT: 25.85 meV
strand density: 1.0e+17 1/cm3
carriers per strand: 0.01
field amplitude: 100 V/cm
diffusion constant D: 0.02585 cm2/s
sigma_0: 1.6022e-04 S/cm
slowest relaxation time: 3.919 ps
loss peak (Re sigma/omega): 40.72 GHz
omega*tau_1 at loss peak: 1.0028
1 GHz: omega L^2/D = 0.2430
  Re, Im sigma/sigma_0: 0.000492, 0.020242
  Re sigma: 7.8820e-08 S/cm
  omega^2 law / full Re sigma: 1.0006
  local power of omega: 1.999
10 GHz: omega L^2/D = 2.4304
  Re, Im sigma/sigma_0: 0.046415, 0.191123
  Re sigma: 7.4365e-06 S/cm
  omega^2 law / full Re sigma: 1.0606
  local power of omega: 1.886
100 GHz: omega L^2/D = 24.3044
  Re, Im sigma/sigma_0: 0.702466, 0.310111
  Re sigma: 1.1255e-04 S/cm
  omega^2 law / full Re sigma: 7.0075
  local power of omega: 0.298
absorbed power at 10 GHz: 3.7183e-02 W/cm3
site spacing: 0.50 nm, sites: 20
discrete/continuum Re sigma, 10 GHz: 0.9998
discrete/continuum Re sigma, 100 GHz: 0.9965
hop rate: 1.034e+13 1/s
hbar * hop rate: 6.81 meV
disorder 25 meV, 1 GHz: Re sigma ratio 1.803 +- 0.049
disorder 25 meV, 10 GHz: Re sigma ratio 1.474 +- 0.027
disorder 50 meV, 1 GHz: Re sigma ratio 6.627 +- 0.315
disorder 50 meV, 10 GHz: Re sigma ratio 1.095 +- 0.029
host permittivity: 2.5 (relative)
pair repulsion at distance L/3: 172.8 meV
carriers sharing a strand: 1.00 %
carrier susceptibility / host permittivity: 2.33e-03
q E L / kT: 3.87e-03
relative nonlinear correction: -2.5e-07
omega * scattering time, free mass, 100 GHz: 3.6e-04
typical gap between strands: 11.54 nm
tunnelling decay length: 0.50 nm
tunnelling rate between strands: 9.1e-08 1/s
```
